Choosing the smoothing window in Preisach analysis of ferroelectric reversal curves

**One switching unit**

Take a ferroelectric unit with two states, polarization +p and −p. It switches up when the input u rises to α₀ and down when u falls to β₀, with β₀ < α₀. Start with the unit up, lower the input to b, then raise it to a ≥ b. The unit is down at the end if the descent reached β₀ and the rise has not reached α₀:

P(a,b) = p − 2p Θ(β₀ − b) Θ(α₀ − a),

where Θ is the unit step. Differentiating each step gives a minus sign, and the two signs cancel:

∂²P/∂a∂b = −2p δ(a − α₀) δ(b − β₀).

Thus −½ ∂²P/∂a∂b is a spike of weight p at the two thresholds. For many units the same operation maps the distribution of thresholds. On real data it also amplifies noise. This can be reduced by fitting a smooth function in a small window around each point and differentiating the fit. The setting treated here is the half-width S of that smoothing window, a post-processing choice that applies to measured and simulated switching curves alike.

**Model and conventions**

The input is u = eV, the elementary charge times the film voltage; in atomic units e = 1 and u = V. Numbers are in eV for u and e/Å² for P. The Preisach model is

P = f(u) + ∬_{α≥β} μ(α,β) γ_{αβ} dα dβ.

Each relay γ_{αβ} = ±1 goes up at u = α and down at u = β. The density μ describes hysteresis; the single-valued f(u) is the reversible response. All thresholds lie in [−U,U], so u = U sets every relay up. The response is assumed independent of sweep rate, and μ smooth wherever it is differentiated.

A first-order reversal curve (FORC) starts at U, descends to b and rises to a. Relays still down at the end have β ≥ b and α > a. With P_s the integral of μ over all relays,

P(a,b) = f(a) + P_s − 2J(a,b),
J(a,b) = ∫_a^U dα ∫_b^α dβ μ(α,β).

The variable a is the lower limit of the outer integral, so

∂J/∂a = −∫_b^a μ(a,β) dβ.

Here b is a lower limit, and differentiating again gives ∂²J/∂a∂b = +μ(a,b). Since f(a) does not depend on b,

μ(a,b) = −½ ∂²P/∂a∂b.

The first derivative supplies the reversible part:

∂P/∂a = f′(a) + 2∫_b^a μ(a,β) dβ → f′(b) as a → b⁺,

because the integration interval shrinks to zero.

A version without derivatives holds for a cell a₁ < α ≤ a₂, b₁ ≤ β < b₂ with b₂ ≤ a₁. Inclusion and exclusion of the four regions J gives

cell mass = J(a₁,b₁) − J(a₂,b₁) − J(a₁,b₂) + J(a₂,b₂)
= −½[P(a₁,b₁) − P(a₂,b₁) − P(a₁,b₂) + P(a₂,b₂)].

Both f and P_s cancel. Dividing by the cell area gives an unsmoothed density.

**What the window half-width does**

Let the data have spacing h in both a and b. Around each grid point, fit

c₀ + c₁x + c₂y + c₃x² + c₄xy + c₅y²

to the (2S+1)² values P_ij at x = ih, y = jh, with i and j running from −S to S. The function xy is odd in each variable, so its sum against each of the other five functions vanishes. The least-squares equation for c₄ therefore decouples:

c₄ = Σ xyP_ij / Σ x²y² = Σ ijP_ij/(h²M₂²),
M₂ = Σ i² = S(S+1)(2S+1)/3.

The density estimate is −c₄/2. A reversible term f(a + ih) drops out for any f, because Σ_j j = 0. This needs a complete window, and hence a − b ≥ 2Sh: no FORC data exist for a < b.

Suppose the data errors are independent with standard deviation σ. Then

Var(c₄) = σ² Σ i²j²/(h⁴M₂⁴) = σ²/(h⁴M₂²),

and the density noise is

s_noise = σ/(2h²M₂).

For the bias, expand P about the window centre. Terms surviving the sum with ij must be odd in both x and y. After P_ab xy, the next are P_aaab x³y/6 and P_abbb xy³/6. With M₄ = Σ i⁴, each contributes a factor h⁴M₄M₂/6 to the sum Σ ijP_ij. Dividing by h²M₂² and multiplying by −½ gives, to leading order,

bias = κ(∂²_α + ∂²_β)μ,
κ = h²M₄/(6M₂) = h²(3S² + 3S − 1)/30,

where M₄/M₂ = (3S² + 3S − 1)/5 has been used. At a maximum with nonzero curvature the Laplacian is negative, so smoothing lowers the peak.

For large S, set L = Sh. Then M₂ ≈ 2S³/3 and κ ≈ L²/10. If K is the root-mean-square (rms) Laplacian over the map, the mean squared error is

L⁴K²/100 + 9σ²h²/(16L⁶).

Setting its L-derivative to zero gives

4L³K²/100 = 54σ²h²/(16L⁷),
L¹⁰ = 84.4 σ²h²/K²,
L ≈ 1.56(σh/K)^(1/5).

The fifth root makes the choice insensitive to modest errors in σ or K. At fixed L and large S the noise is proportional to h: halving the spacing nearly halves it, at the cost of about four times as many data. For small windows the gain is less; going from S = 4 to S = 8 multiplies the noise by 4 × 60/408 = 0.59.

**Choosing S in a worked model**

The following film has round model parameters. Let w = (α − β)/2 be a relay's half-width and c = (α + β)/2 its centre. The density is Gaussian in both, with mean w of 1 eV, mean c of zero, and standard deviations 0.20 eV in w and 0.15 eV in c. Its total weight is 0.02 e/Å² (32.0 µC/cm²). Since dα dβ = 2 dw dc, the peak is

μ₀ = 0.02/(4π × 0.20 × 0.15) = 0.05305 e/(Å² eV²).

The reversible part is 0.004 tanh(u/2 eV) e/Å². Simulated FORCs were computed by switching 64,620 explicit relays, with U = 2.25 eV and h = 0.025 eV. Independent Gaussian noise with σ = 2×10⁻⁵ e/Å² was added.

Without smoothing, four independent errors enter a cell mass. The density noise is ½√4 σ/h² = 0.032 e/(Å² eV²), about 60% of the peak.

To choose S without knowing the true density, a pilot map was made with S = 5. Second differences of that map over a spacing 4h gave K = 0.200 e/(Å² eV⁴). The true density gives 0.207 over the region where windows up to S = 6 are complete. The closeness is partly a cancellation: on the pilot's smaller region the true value is 0.218, smoothing and the 4h differences lower it to 0.191, and noise raises it again. The errors below are rms values over that region, in 10⁻⁴ e/(Å² eV²). The expected total combines noise and bias in quadrature, using the true Laplacian; the last column is the error found against the true density.

S   noise   bias   expected   found
1   80.0   0.2   80.0   79.0
2   16.0   0.7   16.0   15.6
3   5.7   1.5   5.9   5.7
4   2.7   2.5   3.7   3.6
5   1.5   3.8   4.1   3.9
6   0.9   5.4   5.5   5.2

The pilot value also selects S = 4, a half-width of 0.10 eV. The large-S formula gives L ≈ 0.12 eV, or S ≈ 4.7. It is a starting estimate: at S = 4 it replaces M₂ = 60 by 43, overstating the noise, and replaces 3S² + 3S − 1 = 59 by 48, understating the bias. Both push it towards a wider window.

A good map-wide average does not imply an equally accurate peak. From α = c + w and β = c − w,

∂²_α + ∂²_β = ½(∂²_w + ∂²_c).

At the peak this gives

−½ × 0.05305 × (1/0.20² + 1/0.15²) = −1.84 e/(Å² eV⁴).

For S = 4, κ = 0.025² × 59/30 = 0.00123 eV², so the predicted bias is −0.0023 e/(Å² eV²). The estimated peak is 0.0508, lower than the true value by 0.0022, or 4%. If peak height matters most, the same formulas favour S = 3: its bias of −0.0013 and noise of 0.0006 combine to 0.0015, against 0.0023 for S = 4 and 0.0017 for S = 2.

Complete windows leave a strip a − b < 2Sh = 0.20 eV beside the diagonal. Setting μ to zero there is safe in this model, since the strip has w < 0.10 eV, at least 4.5 standard deviations below the mean. A material with many narrow relays needs a smaller window or direct use of the FORCs.

The reversible slope was found from a straight-line fit to the first nine points of each sufficiently long FORC, assigned to the middle point, interpolated and integrated. This too relies on few relays near the diagonal. The largest error in f, measured relative to its value at U, was 3.5×10⁻⁵ e/Å².

**Which turning points must be remembered**

A rise to M sets every relay with α ≤ M up. A fall to m sets every relay with β ≥ m down. Consider the sequence m → M′ → m′ → M, with m ≤ m′ and M′ ≤ M. It leaves the same state as m → M:

- Relays with α ≤ M finish up in both cases.
- Relays with α > M are not raised by either maximum. Those that the fall to m′ would lower have β ≥ m′ ≥ m, so the fall to m had already lowered them.

The pair M′, m′ can therefore be deleted. Exchanging up and down proves the corresponding result for falls. This is the wiping-out property.

Repeated deletion is a complete reduction rule. First discard points that are not turning points, keeping the current input. If successive swings do not shrink, find the first swing that is followed by one at least as long. If an earlier swing exists, it is longer than the one found, and the four endpoints satisfy the conditions just proved. If none exists, the input has returned to U, which resets every relay. The process ends with falling maxima and rising minima, starting at U and finishing at the current input.

**Why minor loops are congruent**

Now cycle between m and M. The first passage from one endpoint to the other may still erase earlier history, so consider the motion after it. Relays with α > M and β ≥ m stay down. Relays with α ≤ M and β < m stay up. Relays with α > M and β < m do not respond. The switching relays fill the triangle m ≤ β ≤ α ≤ M, whose mass is T(M,m). Each changes from −1 to +1 on the rise, so

E(M,m) = P(M) − P(m) = f(M) − f(m) + 2T(M,m).

On the way up, replace M by the current input a. On the way down from M to b, the decrease is E(M,b). Earlier history can shift the loop vertically but cannot change its shape. This is congruency.

The same triangle switches at each step of a reduced history, because the preceding larger swing has already set the relays outside it. Prediction is then a short sum:

P = P(U) + Σ ±E(higher input, lower input),

with plus for rises and minus for falls. There are two ways to obtain E: integrate the identified μ and f, or read it from the reversal curves,

E(a,b) = P(a,b) − P(b,b).

Conversely, suppose a smooth, rate-independent response has both properties. Wiping-out closes a loop on return to its starting turning point, and congruency makes its increment E(a,b) independent of history. Also E(b,b) = 0. Define f′(x) = ∂E(a,b)/∂a at a = b = x, and μ = −½ ∂²E/∂a∂b. Writing E_a for the derivative with respect to the first argument,

2T(a,b) = −∫_b^a dα [E_a(α,α) − E_a(α,b)]
= −[f(a) − f(b)] + E(a,b) − E(b,b).

Since the last term is zero, E = f(a) − f(b) + 2T. Both properties therefore suffice for a Preisach representation. They do not force μ to be positive, so a negative region need not describe a population of physical switching units.

**Predicting loops: density or direct curves**

For one history the polarizations, in e/Å², are as follows. The reference is the relay simulation without noise; both predictions use the noisy FORCs, with linear interpolation between grid values.

u (eV)   reference   density   direct
2.25   0.02324   0.02324   0.02324
−1.20   −0.01368   −0.01347   −0.01371
1.10   0.01240   0.01231   0.01237
−1.05   −0.00837   −0.00824   −0.00833
1.00   0.00876   0.00875   0.00878
−0.90   −0.00333   −0.00330   −0.00332
0.00   −0.00164   −0.00162   −0.00161
1.05   0.01065   0.01059   0.01065

The last rise passes 1.00 eV and deletes the pair 1.00, −0.90 eV. The stop at 0.00 eV is not a turning point. The remaining history is 2.25, −1.20, 1.10, −1.05, 1.05 eV.

The density error at −1.20 eV can be traced to smoothing. Let g(β) be μ integrated over α. It is Gaussian with mean −1 eV, variance 0.20² + 0.15² = 0.0625 eV² and weight 0.02 e/Å². Integrating the bias over all α and over β ≥ b changes T by −κg′(b), since the other boundary terms are negligible. At b = −1.20 eV, g′ = 0.074 e/(Å² eV²), so P changes by

2κg′ = 2 × 0.00123 × 0.074 = 1.8×10⁻⁴ e/Å².

The observed error is 2.1×10⁻⁴ e/Å²; the remainder is comparable with the data noise.

A longer history had 300 inputs: 2.25 eV, then values drawn uniformly from multiples of 0.0125 eV between −1.6 and 1.6 eV. On average 5.7 inputs were retained, with a maximum of 10. The rms prediction error was 1.6×10⁻⁴ e/Å² from the density and 0.4×10⁻⁴ from the direct curves, or 0.8% and 0.2% of the total relay weight. The largest errors were 3.4×10⁻⁴ and 1.8×10⁻⁴ e/Å². For these data, smoothing helps one read the threshold distribution, while direct increments predict loops better. The size of the gap depends on S: the density error is almost all smoothing bias, and S = 2 lowers it to about 0.6×10⁻⁴ e/Å², still above the direct value.

**When the setting cannot rescue the analysis**

Consider a loop between −1.10 and 0.90 eV. History A reaches −1.10 eV directly from 2.25 eV. History B goes from 2.25 to −2.25, then to 0.90 and −1.10 eV. The lower endpoints are −0.00822 and −0.01875 e/Å², a shift of 0.01053. Both loops have height 0.01422 e/Å² (22.8 µC/cm²); the identified density and reversible part give 0.01418.

Now let the recorded signal be Q = P₀ tanh(P/P₀), with P₀ = 0.02 e/Å². The state still obeys wiping-out and the loops close, but their heights become 0.01361 for A and 0.01023 for B. No single E(M,m) describes both, whatever S is chosen.

**Practical choice**

1. Estimate σ from repeated data, and check that the errors are independent; correlated drift invalidates the noise formula.
2. Make a pilot map and estimate K. Noise inflates K strongly if the pilot window is too small, and smoothing lowers it slowly as the window grows, so widen that window until the steep fall ends; in the model every pilot tried from S = 3 to S = 10 selects S = 4. Then minimize s_noise² + κ²K² over integer S. K is an average over the chosen region and falls as more empty area is included: the same density gives K = 0.110 and S = 5 for U = 4 eV, but K = 0.59 and S = 3 over the region where μ exceeds 10% of its peak. Take K over the region that matters. For a peak height, use the local Laplacian instead.
3. Check that little density lies within 2Sh of the diagonal. The smoothed map has no values there, so sum the unsmoothed cell masses over the strip; only the half-cells touching the diagonal are missed. Interior values cancel in this sum, but about 4N values along the two edges of the strip remain for N FORCs, each with a factor ½, so its noise is about σ√N. In the model, with N = 181, this is roughly 3×10⁻⁴ e/Å², over 1% of the total weight; a smaller strip mass cannot be detected this way.
4. Use the smoothed density to interpret the thresholds. For predicting loops, direct FORC increments avoid the smoothing bias but keep the unsmoothed data noise, so compare both predictions with a measured loop that was not used in the identification.
5. Compare one minor loop reached through two histories, leaving out the first passage between its endpoints. If the heights differ by more than the noise, or if they depend on sweep rate or on the number of further cycles, the Preisach model does not describe the recorded signal and a different S will not repair it.
